# Natural occupations of a stretched metal-carbon bond in the Hubbard dimer

## Problem

In atomic layer deposition, a metal alkyl precursor loses its ligands by breaking metal-carbon bonds, usually while a surface proton moves to the alkyl group. Consider the simpler case of one such bond pulled apart without a proton, as can happen in thermal decomposition, stretched but not yet broken. Keep two electrons and two orthonormal real orbitals, $\phi_M$ on the metal and $\phi_C$ on carbon. Let $c^\dagger_{p\sigma}$ create an electron of spin $\sigma$ in orbital $p$, and let $n_{p\sigma}=c^\dagger_{p\sigma}c_{p\sigma}$. The Hamiltonian is

$$H=-tB+U\left(n_{M\uparrow}n_{M\downarrow}+n_{C\uparrow}n_{C\downarrow}\right),\qquad B=\sum_\sigma\left(c^\dagger_{M\sigma}c_{C\sigma}+c^\dagger_{C\sigma}c_{M\sigma}\right),$$

with $t>0$ and $U>0$. The two site energies are equal and serve as the zero of energy. This is a real restriction, because a metal-carbon bond is polar.

The natural occupations are the eigenvalues of the spin-summed density matrix $\gamma_{pq}=\sum_\sigma\langle c^\dagger_{p\sigma}c_{q\sigma}\rangle$. Each lies between 0 and 2, and here they add up to 2.

1. Estimate the occupations at $U=4t$ from the limits of weak and strong repulsion.
2. Show that the ground state is a singlet and that its occupations at $U=4t$ are 1.707 and 0.293.
3. Find what replaces the condition $U=4t$ when the two sites differ, and how far a polarity estimated for Ti-CH$_3$ moves these occupations.

## First estimate by scaling

**Weak repulsion.** Without $U$, both electrons occupy the bonding orbital $g=(\phi_M+\phi_C)/\sqrt2$, of energy $-t$. The antibonding orbital $u=(\phi_M-\phi_C)/\sqrt2$ has energy $+t$. Repulsion mixes the configuration $u^2$ into $g^2$. Each orbital has density $1/2$ on each site, so the coupling is

$$U\left(\tfrac12\cdot\tfrac12+\tfrac12\cdot\tfrac12\right)=\frac U2 .$$

The configurations are $4t$ apart, so the admixed amplitude has magnitude $(U/2)/(4t)=U/8t$. Two electrons go into $u$ with the square of this amplitude as probability:

$$n_-\approx2\left(\frac{U}{8t}\right)^2=\frac{U^2}{32t^2}.$$

At $U=4t$ this gives $n_-\approx0.5$ and $n_+\approx1.5$.

**Strong repulsion.** Now each site holds one electron, and hopping mixes in ionic states of energy $U$. The coupling is $2t$, as shown below, so the ionic amplitude is about $2t/U$. The resulting off-diagonal element of $\gamma$ is twice this amplitude, which gives

$$n_\pm\approx1\pm\frac{4t}{U}.$$

At $U=4t$ this gives 2 and 0.

The two estimates disagree because $U=4t$ lies between the regimes: the coupling $2t$ equals half the covalent-ionic separation, $U/2$. Neither expansion has a small parameter here, and the exact solution is needed.

## Exact solution

**The two-electron states.** Two electrons in four spin orbitals have six states. Write $D_M=c^\dagger_{M\uparrow}c^\dagger_{M\downarrow}|0\rangle$ and $D_C=c^\dagger_{C\uparrow}c^\dagger_{C\downarrow}|0\rangle$ for the doubly occupied sites. The even singlets are

$$|\mathrm{cov}\rangle=\frac{1}{\sqrt2}\left(c^\dagger_{M\uparrow}c^\dagger_{C\downarrow}-c^\dagger_{M\downarrow}c^\dagger_{C\uparrow}\right)|0\rangle,\qquad|\mathrm{ion}\rangle=\frac{D_M+D_C}{\sqrt2}.$$

The others are the odd ionic singlet $(D_M-D_C)/\sqrt2$ and three triplet states with one electron on each site.

**Action of the hopping.** Moving either electron gives

$$B\,c^\dagger_{M\uparrow}c^\dagger_{C\downarrow}|0\rangle=D_M+D_C,\qquad B\,c^\dagger_{M\downarrow}c^\dagger_{C\uparrow}|0\rangle=-(D_M+D_C).$$

The minus sign arises from exchanging two creation operators to restore the order up, down. In $|\mathrm{cov}\rangle$ the two contributions add:

$$B|\mathrm{cov}\rangle=\frac{2(D_M+D_C)}{\sqrt2}=2|\mathrm{ion}\rangle.$$

In the triplet with opposite spins, which has a plus sign between its terms, they cancel. In the other two triplets the Pauli principle forbids hopping. All three triplets therefore have energy 0.

In the reverse direction,

$$BD_M=\left(c^\dagger_{C\uparrow}c^\dagger_{M\downarrow}+c^\dagger_{M\uparrow}c^\dagger_{C\downarrow}\right)|0\rangle=\sqrt2\,|\mathrm{cov}\rangle,$$

because $c^\dagger_{C\uparrow}c^\dagger_{M\downarrow}=-c^\dagger_{M\downarrow}c^\dagger_{C\uparrow}$. The same holds for $D_C$. Hence $B|\mathrm{ion}\rangle=2|\mathrm{cov}\rangle$, while $B$ gives zero on the odd ionic singlet, which stays at energy $U$.

**Energy.** In the basis $(|\mathrm{cov}\rangle,|\mathrm{ion}\rangle)$ the remaining block is

$$\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix}.$$

Its eigenvalues satisfy $E(E-U)-4t^2=0$. The lower one is

$$E=\frac{U-\sqrt{U^2+16t^2}}{2}<0 .$$

The other root exceeds $U$, the triplets lie at 0 and the odd singlet at $U$. The ground state is therefore this singlet, and it is not degenerate.

**Mixing angle.** Write the ground state as $\cos\theta\,|\mathrm{cov}\rangle+\sin\theta\,|\mathrm{ion}\rangle$. The first row of the eigenvalue equation, $-2t\sin\theta=E\cos\theta$, gives $\tan\theta=-E/2t>0$. Since $E^2=UE+4t^2$,

$$1-\tan^2\theta=1-\frac{UE+4t^2}{4t^2}=-\frac{UE}{4t^2}>0 .$$

Therefore $0<2\theta<90^\circ$, and

$$\tan2\theta=\frac{2\tan\theta}{1-\tan^2\theta}=\frac{-E/t}{-UE/4t^2}=\frac{4t}{U},\qquad\sin2\theta=\frac{4t}{\sqrt{U^2+16t^2}} .$$

**Density matrix.** In $|\mathrm{cov}\rangle$ each site holds one electron. In $|\mathrm{ion}\rangle$ it holds two or none with equal probability. The number operators do not connect the two states, so $\gamma_{MM}=\gamma_{CC}=1$. The wave function is real, so $\gamma_{MC}=\gamma_{CM}=\langle B\rangle/2$, where

$$\langle B\rangle=2\cos\theta\sin\theta\,\langle\mathrm{cov}|B|\mathrm{ion}\rangle=4\cos\theta\sin\theta=2\sin2\theta .$$

Thus

$$\gamma=\begin{pmatrix}1&\sin2\theta\\\sin2\theta&1\end{pmatrix},\qquad n_\pm=1\pm\frac{4t}{\sqrt{U^2+16t^2}} .$$

The natural orbitals are $g$ and $u$. The energy confirms the factor: since $\partial H/\partial t=-B$, the slope $dE/dt$ must equal $-\langle B\rangle$, and differentiating $E$ gives $-8t/\sqrt{U^2+16t^2}=-2\sin2\theta$.

**The case $U=4t$.** The root is $\sqrt{32}\,t=4\sqrt2\,t$, so

$$n_\pm=1\pm\frac1{\sqrt2}=1.707\ \text{and}\ 0.293 .$$

For $t=1.0$ eV and $U=4.0$ eV the energy is $E=(4.0-5.657)/2=-0.828$ eV. The triplets lie at zero, so the singlet-triplet gap is 0.828 eV.

**Reading the state.** Expanding the doubly occupied natural orbitals gives $|g^2\rangle=(|\mathrm{ion}\rangle+|\mathrm{cov}\rangle)/\sqrt2$ and $|u^2\rangle=(|\mathrm{ion}\rangle-|\mathrm{cov}\rangle)/\sqrt2$. The weight of $g^2$ in the ground state is

$$\frac{(\cos\theta+\sin\theta)^2}{2}=\frac{1+\sin2\theta}{2}=\frac{n_+}{2}=0.854,$$

and that of $u^2$ is 0.146. A single determinant with both electrons in $g$ misses the second part. It also gives the ionic states a weight of one half, whereas the true ionic weight is $\sin^2\theta=0.146$.

That the ionic weight equals the weight of $u^2$ is a coincidence of this ratio. The former is $(1-\cos2\theta)/2$ and the latter $(1-\sin2\theta)/2$. They agree when $2\theta=45^\circ$, which means $U=4t$.

## Comparison with the estimate

Let $r=U/4t$. The exact occupations are $1\pm x$ with $x=(1+r^2)^{-1/2}$. The weak-repulsion estimate is $x\approx1-r^2/2$, and the strong-repulsion estimate is $x\approx1/r$. Both are the leading terms of the exact result in their own limits, and they bracket it:

$$1-\frac{r^2}{2}<\frac{1}{\sqrt{1+r^2}}<\frac1r\qquad(r>0).$$

The right inequality follows from $1+r^2>r^2$. The left one holds because $(1+y)^{-1/2}$ is a convex function of $y=r^2$ and lies above its tangent at $y=0$. At $r=1$ the bracket is $0.5<0.707<1$. Relative to the exact $n_+$, the weak estimate of 1.5 is 12% too low and the strong estimate of 2 is 17% too high.

The limits describe the course of homolytic bond breaking, in which each fragment keeps one electron. For $U/t\to0$ the occupations are 2 and 0, an ordinary electron-pair bond. For $U/t\to\infty$ they are 1 and 1, two separate radicals. Stretching reduces $t$ and moves the bond toward the second limit.

## Unequal sites

Let the site repulsions be $U_M$ and $U_C$, the site energies $+\delta/2$ on the metal and $-\delta/2$ on carbon, and the intersite repulsion $V$. Measured from the covalent state, the ionic energies are

$$W_M=U_M+\delta-V\quad(D_M),\qquad W_C=U_C-\delta-V\quad(D_C).$$

If $W_M=W_C=W$, the matrix is the one solved above with $U$ replaced by $W$. The occupations 1.707 and 0.293 then follow from $W_M=W_C=4t$. Equal site repulsions are not required.

If $W_M\ne W_C$, the odd ionic state mixes in as well. Write the ground state as $c\,|\mathrm{cov}\rangle+a\,D_M+b\,D_C$ with real amplitudes. From $BD_M=BD_C=\sqrt2|\mathrm{cov}\rangle$, the matrix in the order $(c,a,b)$ is

$$\begin{pmatrix}0&-\sqrt2t&-\sqrt2t\\-\sqrt2t&W_M&0\\-\sqrt2t&0&W_C\end{pmatrix}.$$

The state can also be written as $\sum_{pq}A_{pq}c^\dagger_{p\uparrow}c^\dagger_{q\downarrow}|0\rangle$ with

$$A=\begin{pmatrix}a&c/\sqrt2\\c/\sqrt2&b\end{pmatrix}.$$

Each spin contributes $A^2$ to the density matrix, so $\gamma=2A^2$. Its eigenvalues add up to 2, and their product is $4d^2$ with $d=\det A=ab-c^2/2$. Solving $n^2-2n+4d^2=0$ gives

$$n_\pm=1\pm\sqrt{1-4d^2}.$$

In the symmetric case $a=b=\sin\theta/\sqrt2$ and $c=\cos\theta$. Then $d=-\tfrac12\cos2\theta$, which returns $1\pm\sin2\theta$. In general the occupations 1.707 and 0.293 require $d^2=1/8$, one equation for the two ratios $W_M/t$ and $W_C/t$. The condition $W_M=W_C=4t$ is therefore sufficient but not necessary; $W_M=6t$ with $W_C=2.85t$ gives the same occupations.

In the opposite limit, with $-W_C\gg t$ and $W_M$ positive, both electrons sit on carbon and the occupations are again 2 and 0. An occupation near 2 therefore does not by itself indicate a covalent bond; it may belong to a lone pair.

## A stretched Ti-CH$_3$ bond

Take a Ti-C distance of $R=0.35$ nm, well beyond a normal bond length of roughly 0.2 nm. Rough ionization energies are 7 eV for a titanium atom and 10 eV for methyl, and the electron affinities are neglected. The ion pair gains $e^2/(4\pi\varepsilon_0R)=4.1$ eV. Then Ti$^+$CH$_3^-$ costs $7-4.1=2.9$ eV and Ti$^-$CH$_3^+$ costs $10-4.1=5.9$ eV. Their mean, 4.4 eV, supports a round $U=4.0$ eV with $V$ absorbed in it, and half their difference gives $\delta=1.5$ eV. The hopping $t=1.0$ eV is chosen to give $U=4t$ and is not derived from the distance. Hopping falls as a bond stretches, and repulsions between fixed orbitals are larger than values inferred from ionization energies, which include relaxation. The ratio $t/U$ at 0.35 nm may therefore lie well below $1/4$. With $t=0.3$ eV and $U=4.0$ eV, for example, the symmetric formula gives 1.287 and 0.713, much closer to two radicals. In a real precursor the other ligands also shift all these energies. The numbers below therefore show how sensitive the case $U=4t$ is, and do not predict the occupations at this distance.

**Polarity.** At fixed $t$ and $U$, with $W_M=U+\delta$ and $W_C=U-\delta$, the offset of 1.5 eV changes the occupations to 1.744 and 0.256 and leaves a charge of $+0.10\,e$ on the metal. Doubling the offset to 3.0 eV gives 1.847 and 0.153, with $+0.27\,e$. Rounding the mean from 4.4 to 4.0 eV matters about as much as the offset of 1.5 eV: the unrounded pair $W_M=5.9$ eV, $W_C=2.9$ eV gives 1.706 and 0.294, against 1.673 and 0.327 for $W_M=W_C=4.4$ eV.

**Hopping.** At $\delta=0$ and fixed $U$, $t=0.8$ eV gives 1.625 and 0.375, and $t=1.2$ eV gives 1.768 and 0.232. A 20% uncertainty in $t$ thus matters more than the estimated offset.

**Exchange and temperature.** The self-repulsion $K$ of the overlap density $\phi_M\phi_C$ adds $\tfrac12K(B^2-N)$ to $H$, where $N=2$ and the subtraction removes the action of an electron on itself. Both even singlets have $B^2=4$ and rise by $K$, so their mixing is unchanged. The triplets have $B=0$ and fall by $K$. With a rough $K=0.1$ eV the gap shrinks to $0.828-0.2=0.628$ eV. At 500 K, where $k_BT=0.0431$ eV, the equilibrium triplet share at fixed bond length is about $3e^{-0.628/0.0431}\approx1.4\times10^{-6}$, which is negligible. This holds for $t=1.0$ eV. For $4t\ll U$ the gap without exchange is only about $4t^2/U$, and the triplet share can become large. At $t=0.3$ eV this gap is 0.088 eV and the share at 500 K is 0.28. The singlet is the ground state only while this gap exceeds $2K$; $K=0.1$ eV would violate that here, although $K$ also falls with distance.

**Other d orbitals.** Suppose a second titanium d orbital, barred by symmetry from hopping to carbon, lies a depth $D$ below the bonding one. An electron placed there gains $D$ but gives up the pair bond. The other electron can still hop from carbon to the first d orbital, at a cost $U'$, the repulsion between the two d electrons less the intersite repulsion $V$. This lowers the energy by $(\sqrt{U'^2+4t^2}-U')/2$. With a rough $U'=2.5$ eV for either spin alignment, and $\delta=K=0$, the bonding singlet remains lowest if

$$D<0.828-\frac{\sqrt{2.5^2+4\times1.0^2}-2.5}{2}=0.478\ \text{eV}.$$

An offset $\delta=1.5$ eV, applied to both d orbitals, raises this limit to 0.66 eV. Both values are for $t=1.0$ eV; at $t=0.3$ eV they fall to 0.05 and 0.08 eV. Ligand fields can split d levels by amounts of order 1 eV, so a real precursor may violate the condition in either case. The second d orbital then holds one electron, the remaining electron occupies a mixture of $\phi_C$ and the first d orbital, and the occupations become 1, 1 and 0. Of the effects sized here, this is the one that can invalidate the two-orbital model altogether. The main values used in this section are listed in the numerical output.

## Values computed for the example and the checks

```
Hopping t: 1.0 eV
On-site repulsion U: 4.0 eV
Square root of U^2 + 16 t^2: 5.657 eV
Ground-state energy: -0.828 eV
Highest singlet energy: 4.828 eV
Mixing angle theta: 22.5 degrees
Covalent weight: 0.854
Ionic weight: 0.146
Off-diagonal density-matrix element: 0.707
Natural occupations: 1.707 and 0.293 electrons
Per spin orbital: 0.854 and 0.146 electrons
Singlet-triplet gap: 0.828 eV
Rough placement of stretched Ti-CH3:
  Ti-C distance: 0.35 nm
  Ionization energy, Ti (rough input): 7 eV
  Ionization energy, CH3 (rough input): 10 eV
  Coulomb attraction of the ion pair: 4.1 eV
  Energy of Ti+ CH3-: 2.9 eV
  Energy of Ti- CH3+: 5.9 eV
  Mean charge-transfer energy: 4.4 eV
  Site offset delta: 1.5 eV
Neglected effects:
  delta = 1.5 eV: occupations 1.744 and 0.256 electrons
  delta = 1.5 eV: metal charge +0.102 e
  delta = 3.0 eV: occupations 1.847 and 0.153 electrons
  delta = 3.0 eV: metal charge +0.272 e
  t = 0.8 eV: occupations 1.625 and 0.375 electrons
  t = 1.2 eV: occupations 1.768 and 0.232 electrons
  Direct exchange K (rough input): 0.1 eV
  Singlet-triplet gap with K: 0.628 eV
  Temperature: 500 K
  Thermal energy kT: 0.0431 eV
  Triplet share with K: 1.4e-06
  Repulsion between d orbitals (rough input): 2.5 eV
  Allowed depth of a second d orbital: 0.478 eV
```
